\section*{The Dual Descriptor from Two Derivations, and Sign Matching in Cycloadditions}

\section{What to extract from the calculation}

Suppose a calculation is to judge whether two conjugated molecules can join through both of their ends at once. Two decisions come first. One is whether the frontier orbitals of the neutral molecules suffice, or whether the ions with one electron more and one fewer must be computed as well. The other is whether to condense the result to one number per atom or to keep the phase relation between the two reacting ends. Both depend on the dual descriptor, the second derivative of the electron density with respect to electron number.

For butadiene and ethylene in the H\"uckel model, the per-atom values of the descriptor are zero and carry no information. The element connecting the two ends is nonzero, and its sign separates the allowed $4+2$ addition from the forbidden $2+2$ addition.

Let $v(\mathbf r)$ be the potential energy of an electron in the external field, $n(\mathbf r)$ the number density and $N$ the electron number. The hardness is defined without a factor $1/2$:
\begin{equation}
\eta=\left(\frac{\partial^2E}{\partial N^2}\right)_v .
\end{equation}
The relation to be derived is
\begin{equation}
\left(\frac{\partial^2 n(\mathbf r)}{\partial N^2}\right)_v
=\left(\frac{\delta\eta}{\delta v(\mathbf r)}\right)_N ,
\label{eq:maxwell}
\end{equation}
together with its form at an integer $N_0$ for independent electrons in a closed shell,
\begin{equation}
D(\mathbf r)=|\phi_L(\mathbf r)|^2-|\phi_H(\mathbf r)|^2 ,
\label{eq:LH}
\end{equation}
where $H$ and $L$ denote the HOMO and LUMO, both nondegenerate apart from spin.

\section{First derivation: a continuous electron number}

At zero temperature the energy is piecewise linear in $N$, so it has no ordinary second derivative at an integer. A finite temperature $T$ makes it smooth, provided the trace below converges. It does in a finite basis or a finite box; for a Coulomb system in unbounded space it diverges. Let $K=\hat H-\mu\hat N$, with chemical potential $\mu$, and
\begin{equation}
\Omega[\mu,v]=-kT\ln\operatorname{Tr}e^{-K/kT}.
\end{equation}
Under a small change of $K$, the cyclic property of the trace gives $\delta\operatorname{Tr}e^{-K/kT}=-\operatorname{Tr}(e^{-K/kT}\delta K)/kT$. Hence $\delta\Omega=\langle\delta K\rangle$, and since $\delta K=\int\hat n\,\delta v\,d\mathbf r-\hat N\,\delta\mu$,
\begin{equation}
\delta\Omega=\int n\,\delta v\,d\mathbf r-N\,\delta\mu .
\end{equation}
The free energy $A=\Omega+\mu N$ therefore changes by
\begin{equation}
\delta A=\delta\Omega+\mu\,\delta N+N\,\delta\mu
=\mu\,\delta N+\int n\,\delta v\,d\mathbf r .
\end{equation}
Thus $(\partial A/\partial N)_v=\mu$ and $(\delta A/\delta v)_N=n$. Differentiating the second relation twice by $N$ and exchanging the order of differentiation gives \eqref{eq:maxwell}, with $\eta=\partial^2A/\partial N^2$.

To reach zero temperature, integrate \eqref{eq:maxwell} over $N$ from $N_0-\tfrac12$ to $N_0+\tfrac12$. With $f=\partial n/\partial N$, the Fukui function,
\begin{equation}
f(N_0+\tfrac12)-f(N_0-\tfrac12)
=\frac{\delta}{\delta v}\left[\mu(N_0+\tfrac12)-\mu(N_0-\tfrac12)\right].
\label{eq:integrated}
\end{equation}

For independent electrons with orbital energies $\varepsilon_p$ and occupations $g_p=[1+e^{(\varepsilon_p-\mu)/kT}]^{-1}$ per spin,
\begin{equation}
N=2\sum_p g_p,\qquad n=2\sum_p g_p|\phi_p|^2 .
\end{equation}
Since $\partial g_p/\partial\mu=g_p(1-g_p)/kT$, dividing $\partial n/\partial\mu$ by $\partial N/\partial\mu$ gives
\begin{equation}
f=\frac{\sum_p g_p(1-g_p)|\phi_p|^2}{\sum_p g_p(1-g_p)} .
\end{equation}
At $N_0+\tfrac12$ and low temperature, the LUMO alone is partly filled, with $g_L=\tfrac14$. The other terms vanish exponentially, so $f\to|\phi_L|^2$. Solving $g_L=\tfrac14$ gives $\mu=\varepsilon_L-kT\ln3$. At $N_0-\tfrac12$ the HOMO has $g_H=\tfrac34$, so $f\to|\phi_H|^2$ and $\mu=\varepsilon_H+kT\ln3$. The logarithms do not depend on $v$. Equation \eqref{eq:integrated} becomes
\begin{equation}
|\phi_L|^2-|\phi_H|^2=\frac{\delta(\varepsilon_L-\varepsilon_H)}{\delta v},
\end{equation}
which is \eqref{eq:LH}. In this limit $D$ is the weight of a delta function in $\partial^2n/\partial N^2$ at $N_0$, and $\varepsilon_L-\varepsilon_H$ is the corresponding weight in $\partial^2E/\partial N^2$.

The distinction between derivative and weight matters numerically. In a four-site chain with nearest-neighbour coupling $-2.5$ eV, site potentials $0.6$, $0$, $-0.4$ and $0.2$ eV and $N=4$, the second site has $\partial^2n/\partial N^2\approx-0.32$ at $kT=0.5$ eV, and the magnitude grows rapidly as $T$ falls. Its low-temperature weight is $-0.121$, equal to the LUMO density minus the HOMO density there.

\section{Second derivation: three integer states}

This derivation never uses a fractional electron number. Let $E_M$ and $n_M$ be the ground-state energy and density for $M$ electrons. For a normalized eigenstate $\Psi_M$, a change $\delta v$ gives
\begin{equation}
\delta E_M=\langle\Psi_M|\delta\hat H|\Psi_M\rangle
+E_M\,\delta\langle\Psi_M|\Psi_M\rangle
=\int n_M\,\delta v\,d\mathbf r ,
\end{equation}
because the norm is constant. Each ground state must be nondegenerate apart from spin. A spin-independent potential does not split a spin multiplet, whose members have the same density.

Now define the hardness by a finite difference, with $I=E_{N-1}-E_N$ and $A_e=E_N-E_{N+1}$ the ionization energy and electron affinity:
\begin{equation}
\eta=I-A_e=E_{N+1}+E_{N-1}-2E_N .
\end{equation}
Differentiating term by term,
\begin{equation}
\frac{\delta\eta}{\delta v(\mathbf r)}
=n_{N+1}+n_{N-1}-2n_N\equiv D(\mathbf r).
\label{eq:three}
\end{equation}
This holds for interacting electrons. The three densities integrate to $N+1$, $N-1$ and $N$, so $\int D\,d\mathbf r=0$: $D$ shows where added charge goes relative to where removed charge came from.

For independent electrons the orbitals do not depend on occupation. Then $n_{N+1}=n_N+|\phi_L|^2$ and $n_{N-1}=n_N-|\phi_H|^2$, and inserting these in \eqref{eq:three} gives \eqref{eq:LH} again.

\section{What each derivation assumes}

The first derivation assumes thermal equilibrium with a particle reservoir and gives a genuine derivative at every $N$. That derivative depends on temperature, and as $T\to0$ it becomes a delta function at the integer, so a finite zero-temperature value emerges only after integration over $N$. The second assumes three isolated ground states and gives the finite value directly, but the word ``derivative'' then stands for a difference.

They agree for interacting electrons too if $E_M$ is strictly convex in $M$. At $N_0+\tfrac12$ and low temperature, the reservoir then mixes only the $N_0$ and $N_0+1$ ground states. The density is linear in $N$ between them, so $f\to n_{N_0+1}-n_{N_0}$, while $\mu\to E_{N_0+1}-E_{N_0}$. The corresponding limits below $N_0$ turn \eqref{eq:integrated} into \eqref{eq:three}. Without convexity other electron numbers can enter the mixture. The second derivation does not need this condition.

Both need the same further assumption for \eqref{eq:LH}: orbitals unaffected by adding or removing an electron. In Hartree--Fock theory they do relax. For planar ethylene in the 6-31G basis, the orbital gap is 14.8 eV and the relaxed $I-A_e$ is 12.7 eV. Adding a potential $\lambda z^2$, with $z$ the height above the molecular plane, tests the density more directly. The relaxed response $d\eta/d\lambda$ is $0.164$ bohr$^2$, equal to $\int z^2D\,d\mathbf r$ from the three relaxed densities. The same integral with the frozen-orbital $D$ of \eqref{eq:LH} is $0.441$ bohr$^2$, 2.7 times as much. In this basis the frozen orbitals miss this moment of $D$ badly. The numbers are not converged, however. The Hartree--Fock anion lies 3.8 eV above the neutral molecule and is held only by the compact basis. In 6-311G** the gap is 14.55 eV, $I-A_e$ is 12.3 eV, and the relaxed and frozen moments are $0.40$ and $0.71$ bohr$^2$, a ratio of 1.8. With diffuse functions (6-31+G*) the added electron leaves the $\pi^*$ orbital for a diffuse $\sigma$ orbital, and the moments become $2.7$ and $3.4$ bohr$^2$.

\section{Keeping the phase between two ends}

In an orthonormal basis of real atomic $\pi$ orbitals $\chi_a$, let $\gamma_{ab}$ be the spin-summed one-particle density matrix and $h_{ab}$ the one-electron Hamiltonian. Changing $h_{ab}$ and $h_{ba}$ together by $\delta h$ changes each energy by $2\gamma_{ab}\,\delta h$. The argument behind \eqref{eq:three} then gives, for $a\neq b$,
\begin{equation}
\frac{\partial\eta}{\partial h_{ab}}=2D_{ab},\qquad
D_{ab}=\gamma_{ab}^{N+1}+\gamma_{ab}^{N-1}-2\gamma_{ab}^{N}.
\label{eq:offdiag}
\end{equation}
For independent electrons, with $P^p_{ab}=c_{ap}c_{bp}$,
\begin{equation}
D_{ab}=P_{ab}^{L}-P_{ab}^{H}.
\end{equation}

Consider a H\"uckel polyene with $m$ double bonds and $2m$ sites, site energy zero and nearest-neighbour coupling $\beta<0$. Each coupling connects an odd to an even site. Reversing the signs of an orbital's coefficients on the even sites therefore reverses its energy. This pairing turns the HOMO into the LUMO, so $c_{aL}^2=c_{aH}^2$ and $D_{aa}=0$ on every atom. The two ends, sites $1$ and $2m$, lie on opposite sublattices, so $P^L=-P^H$ between them and $D=-2P^H$.

The orbitals that vanish just beyond both ends are
\begin{equation}
c_{jk}=\sqrt{\frac{2}{2m+1}}\,\sin\frac{jk\pi}{2m+1},\qquad
\varepsilon_k=2\beta\cos\frac{k\pi}{2m+1},
\end{equation}
with $k=1,\dots,m$ occupied. At the far end, $\sin[k\pi-k\pi/(2m+1)]=(-1)^{k+1}\sin[k\pi/(2m+1)]$, so the end-to-end products are
\begin{equation}
P_k=(-1)^{k+1}\frac{2}{2m+1}\sin^2\frac{k\pi}{2m+1}.
\label{eq:Pk}
\end{equation}
Setting $k=m$ for the HOMO,
\begin{equation}
D=(-1)^m\frac{4}{2m+1}\sin^2\frac{m\pi}{2m+1}.
\end{equation}
This is $-1$ for ethylene and $+0.7236$ for butadiene.

\section{Why opposite signs favour joint addition}

Let molecules $A$ and $B$ touch at both ends through weak couplings $t_1$ and $t_2$. With consistent orbital phases, $t_1t_2>0$ when each molecule uses one face (suprafacial contact). If one molecule uses opposite faces at its two ends (antarafacial contact), one coupling changes sign. The energy due to cooperation between the contacts is
\begin{equation}
W=E(t_1,t_2)-E(t_1,0)-E(0,t_2)+E(0,0).
\end{equation}

The couplings connect different molecules, so the first-order energy vanishes. In second order, mixing among occupied orbitals leaves their total energy unchanged, because their shifts cancel in pairs. An occupied orbital $i$ of $A$ and an empty orbital $q$ of $B$, with end coefficients $c$ and $d$, contribute
\begin{equation}
-2\,\frac{(t_1c_{1i}d_{1q}+t_2c_{2i}d_{2q})^2}{\varepsilon_q^B-\varepsilon_i^A},
\end{equation}
where subscripts 1 and 2 label the contacts and the factor 2 counts spin. Forming $W$ removes the squares of the separate terms and leaves the cross term $2t_1t_2P_i^AP_q^B$. Adding the transfer from $B$ to $A$,
\begin{equation}
W=-4t_1t_2\left[\sum_{i,q}\frac{P_i^AP_q^B}{\varepsilon_q^B-\varepsilon_i^A}
+\sum_{j,p}\frac{P_j^BP_p^A}{\varepsilon_p^A-\varepsilon_j^B}\right],
\label{eq:W2}
\end{equation}
with $j$ occupied in $B$ and $p$ empty in $A$.

Keep the frontier orbitals first. By pairing, both denominators equal $\Delta=|\varepsilon_H^A|+|\varepsilon_H^B|$. With $S=P^L+P^H$ and $D=P^L-P^H$, expanding the products shows that
\begin{equation}
P_H^AP_L^B+P_L^AP_H^B=\tfrac12(S_AS_B-D_AD_B).
\end{equation}
Pairing makes $S_A=S_B=0$, so
\begin{equation}
W_F=\frac{2t_1t_2}{\Delta}D_AD_B .
\label{eq:WF}
\end{equation}
For suprafacial contacts, opposite signs of $D_A$ and $D_B$ lower the energy. In orbital terms, the HOMO of each partner then has the same end-to-end phase relation as the LUMO of the other, and the two transfer amplitudes add.

The deeper orbitals do not change this sign. Each empty orbital is paired with an occupied one having the opposite $P$ and the opposite energy. Both sums in \eqref{eq:W2} thus become the same sum over occupied orbitals:
\begin{equation}
W=8t_1t_2\sum_{i,j}\frac{P_i^AP_j^B}{|\varepsilon_i^A|+|\varepsilon_j^B|}
=8t_1t_2\int_0^\infty G_A(s)G_B(s)\,ds ,
\label{eq:Wall}
\end{equation}
where $G(s)=\sum_{k=1}^mP_ke^{-s|\varepsilon_k|}$ and $1/x=\int_0^\infty e^{-sx}ds$ was used. By \eqref{eq:Pk} the terms of $G$ alternate in sign. Their magnitudes grow with $k$, since the sine increases up to $k=m$ and $|\varepsilon_k|$ decreases. Grouping the terms in pairs from the HOMO downward shows that $G$ has the sign of its HOMO term. Hence, to second order in the contacts,
\begin{equation}
\operatorname{sign}W=\operatorname{sign}(t_1t_2)\,(-1)^{m_A+m_B}.
\end{equation}
Suprafacial addition is cooperative when $m_A+m_B$ is odd, that is, for $4q+2$ electrons with integer $q$. One antarafacial partner reverses the rule. Diagonalization of the joined system tests these signs for all pairs with one to four double bonds.

\section{Numbers for $4+2$ and $2+2$}

Take $\beta=-2.5$ eV and $t_1=t_2=-0.25$ eV. For butadiene with ethylene, $\Delta=4.045$ eV and \eqref{eq:WF} gives
\begin{equation}
W_F=\frac{2(0.25)^2(0.7236)(-1)}{4.045}\ \text{eV}=-0.0224\ \text{eV}.
\end{equation}
All orbitals in \eqref{eq:Wall} give $-0.0171$ eV. The difference, $+0.0053$ eV, is the term of butadiene's lower occupied orbital in \eqref{eq:Wall}, whose $P$ has the opposite sign. Half of it is transfer out of that orbital, and half is transfer into its pairing partner, butadiene's highest empty orbital. Diagonalization gives $W=-0.0170$ eV, or $-1.64$ kJ/mol. The two contacts taken separately contribute $-0.0276$ eV, so the joint stabilization is $-0.0446$ eV.

For two ethylenes, $\Delta=5$ eV and
\begin{equation}
W_F=\frac{2(0.25)^2(-1)(-1)}{5}\ \text{eV}=+0.0250\ \text{eV}.
\end{equation}
No other orbitals exist in this model. Diagonalization gives $+0.0250$ eV, or $+2.41$ kJ/mol, and this cancels the $-0.0250$ eV of the separate contacts. The cancellation follows from symmetry. With equal couplings, the in-phase HOMO of one ethylene cannot mix with the out-of-phase LUMO of the other. The two HOMOs mix only with each other and split symmetrically, so their total energy is unchanged. With one antarafacial partner the transfers add instead, and the joint energy is $-0.0499$ eV.

The model omits the repulsion between filled shells. In the suprafacial $2+2$ approach with equal couplings, no delocalization energy is left to oppose it. In the usual sense ``forbidden'' means that an occupied and an empty level cross along the symmetric path; for two ethylenes the levels $\beta+|t|$ and $-\beta-|t|$ cross at $|t|=|\beta|$. A positive $W$ shows the loss of cooperation early in a ground-state approach; it does not exclude a stepwise or distorted path.

\section{The signs in real space, and where they fail}

The spatial counterpart of $D_{ab}$ is the two-point function $D(\mathbf r,\mathbf r')$, formed from density matrices as in \eqref{eq:offdiag}. With frozen real orbitals,
\begin{equation}
D(\mathbf r,\mathbf r')=\phi_L(\mathbf r)\phi_L(\mathbf r')-\phi_H(\mathbf r)\phi_H(\mathbf r').
\end{equation}
Let $\bar{\mathbf r}$ be the mirror image of $\mathbf r$ in the plane that exchanges the reacting ends. Take the frontier orbitals to be the $\pi$ and $\pi^*$ pair, as they are in a compact basis; with diffuse functions the Hartree--Fock LUMO of ethylene becomes a diffuse $\sigma$ orbital. In s-\emph{cis} butadiene the HOMO is odd and the LUMO even under this reflection; in ethylene the parities are reversed. Therefore
\begin{equation}
D(\mathbf r,\bar{\mathbf r})=\pm\left(|\phi_L(\mathbf r)|^2+|\phi_H(\mathbf r)|^2\right),
\end{equation}
with plus for butadiene and minus for ethylene. The frontier densities add, so neither can cancel the other.

Hartree--Fock/6-31G calculations at idealized planar geometries give the following values, in $10^{-3}$ bohr$^{-3}$, for points 1 \AA\ above the end carbons. Butadiene has $9.55+9.67=19.2$ with frozen orbitals and $14.8$ with relaxed ones. Ethylene has $-29.5$ and $-29.9$. Relaxation lowers the butadiene value by 23\% of the frozen one but preserves both signs, so for this question the neutral orbitals suffice. The magnitudes depend on the basis while the signs persist: butadiene gives $13.3$ and $12.1$ in 6-31+G*, and ethylene gives $-25.2$ and $-26.6$ in 6-311G** and $-13.6$ and $-14.4$ in 6-31+G*.

The local function $D(\mathbf r)$ is a poorer guide. At the midpoint between ethylene's ends, 1 \AA\ above the plane, it is $-13.9$ frozen and $-14.5$ relaxed. At the corresponding point of butadiene it is zero to the printed precision when frozen, and $-0.12$ when relaxed. The HOMO vanishes there by symmetry, so the frozen value is $|\phi_L|^2$ and cannot be negative. The end and inner coefficients of the LUMO have opposite signs, so it has a node on the mirror plane. In this geometry and at this height the node happens to lie 1.096 \AA\ from the line of the inner carbons, while the ends lie at 1.098 \AA. At a point 1 \AA\ further out on the mirror plane, $D$ is $+0.30$ frozen and $+0.21$ relaxed. The relaxed local sign thus depends on the probe point: at the midpoint it is the same as that of ethylene, and further out it is opposite. In 6-31+G* the frozen and relaxed butadiene values shift to $+0.04$ and $-0.17$ at the midpoint and to $+0.73$ and $+0.42$ further out, with the same relaxed signs.

Heteroatoms, or substituents that make the site energies unequal, remove the pairing, so in general $D_{aa}$ no longer vanishes and the two frontier gaps differ. If a mirror plane still exchanges the ends of each molecule, and HOMO and LUMO have opposite parity in each, both frontier products in \eqref{eq:W2} keep the sign of $-D_AD_B$. The sign of the frontier contribution then survives, but the argument that the deeper orbitals keep this sign used the pairing and no longer applies. Without these parities, the full expression \eqref{eq:W2} is needed.

Correlation can change the descriptor itself. Add a repulsion $U$ between two electrons on the same site, and take ethylene as the two-site case. With one or three electrons, $\gamma_{12}=\tfrac12$. With two, the covalent singlet, at energy 0, couples by $2\beta$ to the symmetric ionic singlet, at energy $U$. The lower eigenvalue and its derivative are
\begin{equation}
E_2=\tfrac12\left(U-\sqrt{U^2+16\beta^2}\right),\qquad
2\gamma_{12}=\frac{dE_2}{d\beta}=\frac{8|\beta|}{\sqrt{U^2+16\beta^2}},
\end{equation}
where $\beta<0$ fixes the sign. Hence
\begin{equation}
D_{12}=\tfrac12+\tfrac12-2\gamma_{12}
=1-\frac{2}{\sqrt{1+(U/4|\beta|)^2}} .
\end{equation}
At $U=5$ eV this is $-0.789$, and exact diagonalization of the four-site model gives $+0.505$ for butadiene, so the signs stay opposite. The ethylene value changes sign at $U=4\sqrt3\,|\beta|=17.3$ eV. Since \eqref{eq:WF} was derived for independent electrons, a reversed descriptor element in that regime does not by itself predict a reversed reaction rule. The butadiene value changes sign earlier, between $U=15$ and $17.3$ eV, so just below 17.3 eV both elements are negative. Exact diagonalization of the joined Hubbard systems with $t_1=t_2=-0.25$ eV nevertheless gives $W<0$ for $4+2$ and $W>0$ for $2+2$ at values of $U$ sampled up to 60 eV, with magnitudes that shrink as $U$ grows ($-0.0098$ and $+0.0170$ eV at $U=5$ eV).

\section*{Numbers as computed}
\begin{verbatim}
Hueckel beta = -2.50 eV, contact = -0.25 eV
Hubbard U = 5.00 eV
Uneven chain site potentials (eV): [ 0.6  0.  -0.4  0.2]
Smooth case kT = 0.50 eV, N = 4
 d2n/dN2 by site: [ 0.04566 -0.31668  0.10057  0.17044]
 d eta/dv by site: [ 0.04566 -0.31668  0.10057  0.17044]
 step of dn/dN at kT=0.025 eV: [ 0.01797 -0.12106  0.037    0.06609]
 LUMO-HOMO density by site: [ 0.01797 -0.12106  0.037    0.06609]
Interacting uneven chain, zero temperature
 n(5)+n(3)-2n(4) by site: [-0.06019 -0.04537  0.06313  0.04242]
 d(I-A)/dv by site: [-0.06019 -0.04537  0.06313  0.04242]
Largest butadiene on-site |D|, Hueckel: 2.8e-16
End-to-end D, Hueckel: ethylene -1.0000, butadiene 0.7236
End-to-end D, Hubbard: ethylene -0.7889, butadiene 0.5050
Ethylene D changes sign at U = 17.32 eV
4+2 suprafacial: frontier gap 4.0451 eV
  W frontier -0.02236 eV, all orbitals -0.01708 eV
  W diagonalized -0.01701 eV = -1.642 kJ/mol
  two separate contacts -0.02762 eV, joint -0.04463 eV
2+2 suprafacial: frontier gap 5.0000 eV
  W frontier 0.02500 eV, all orbitals 0.02500 eV
  W diagonalized 0.02498 eV = 2.411 kJ/mol
  two separate contacts -0.02498 eV, joint 0.00000 eV
2+2 with one antarafacial partner: joint -0.04988 eV
4+4 suprafacial: W diagonalized 0.01338 eV
6+2 suprafacial: W diagonalized 0.01290 eV
6+4 suprafacial: W diagonalized -0.01088 eV
HF/6-31G: C=C 1.34, C-C 1.46, C-H 1.09 angstrom, CCC 125 deg
Probes 1.0 angstrom above plane; densities in 1e-3 bohr^-3
ethylene: I-A relaxed 12.724 eV, orbital gap 14.809 eV
  above end carbon: HOMO 14.180, LUMO 15.293
  end-to-end D(r,r'): frozen -29.473, relaxed -29.881
  midpoint local D: frozen -13.8691, relaxed -14.5434
  d eta/d lambda 0.1643, integral z^2 D 0.1643 bohr^2
  integral z^2 (LUMO-HOMO) 0.4406 bohr^2
butadiene: I-A relaxed 9.706 eV, orbital gap 11.679 eV
  above end carbon: HOMO 9.554, LUMO 9.673
  end-to-end D(r,r'): frozen 19.227, relaxed 14.773
  midpoint local D: frozen 0.0000, relaxed -0.1219
  distance from C2-C3 line: ends 1.098, LUMO node 1.096 angstrom
  local D 1 angstrom outside: frozen 0.3008, relaxed 0.2127
\end{verbatim}
